**Moment rules for homonuclear NMR spectra, tested by diagonalization**

For \(N\) like spins \(I\) with offsets \(\nu_i\) and isotropic couplings \(J_{ij}\), the first three spectral moments are the averages of \(\nu_i\), \(\nu_i^2\) and \(\nu_i^3\). The fourth moment adds \(\frac{2I(I+1)}{3N}\sum_{i<j}J_{ij}^2(\nu_i-\nu_j)^2\) to the average of \(\nu_i^4\). The program diagonalizes 21 random systems with spins 1/2, 1 and 3/2 and asserts that moments summed over the lines agree with these formulas. It also asserts the commutators and trace norms used in the proof, and the closed-form lines of a spin-1/2 pair. For a three-spin example, the output shows central second and third moments unchanged by coupling, while the fourth rises from 400417 to 424558 Hz⁴. Further assertions confirm the additions to the second moment from first-order, dipolar and unobserved heteronuclear couplings. All frequencies are in hertz, and the spectra are stick spectra in the high-temperature limit.

## Verification by program

```python
"""Moment rules for the NMR spectrum of N like spins (spin quantum number I).

H/h = sum_i nu_i I_iz + sum_{i<j} J_ij I_i.I_j      (all frequencies in Hz)
Line a<-b: frequency (E_a-E_b)/h, intensity |<a|F+|b>|^2, F+ = sum_i I_i+.
M_n = intensity-weighted mean of frequency^n.  Results under test:
  M_n = mean(nu_i^n) for n = 1, 2, 3
  M_4 = mean(nu_i^4) + 2 I(I+1)/(3N) sum_{i<j} J_ij^2 (nu_i-nu_j)^2
The spectra come from diagonalization, the predictions from these formulas.
Cases in which the coupling does not commute with F+ are tested as well.
"""
import itertools
import numpy as np


def spin_operators(number, spin):
    """Return lists of I_z and I_+ matrices for each spin in the product space."""
    m = spin - np.arange(int(round(2 * spin)) + 1)
    single_z = np.diag(m)
    single_plus = np.diag(np.sqrt(spin * (spin + 1) - m[1:] * (m[1:] + 1)), 1)
    size = len(m)

    def embed(matrix, site):
        return np.kron(np.kron(np.eye(size**site), matrix),
                       np.eye(size**(number - site - 1)))

    return ([embed(single_z, k) for k in range(number)],
            [embed(single_plus, k) for k in range(number)])


def scalar_product(z, plus, i, j):
    flip = plus[i] @ plus[j].T
    return z[i] @ z[j] + 0.5 * (flip + flip.T)


def hamiltonian(z, plus, shifts, couplings, kind="isotropic"):
    h = sum(nu * op for nu, op in zip(shifts, z))
    for (i, j), value in couplings.items():
        if kind == "isotropic":
            term = scalar_product(z, plus, i, j)
        elif kind == "first-order":
            term = z[i] @ z[j]
        else:
            term = 3 * z[i] @ z[j] - scalar_product(z, plus, i, j)
        h = h + value * term
    return h


def lines(h, observed):
    """Diagonalize and return frequencies and normalized intensities."""
    energy, vectors = np.linalg.eigh(h)
    intensity = (vectors.T @ observed @ vectors)**2
    frequency = energy[:, None] - energy[None, :]
    keep = intensity > 1e-22 * intensity.sum()
    f, w = frequency[keep], intensity[keep]
    return f, w / w.sum()


def moment(f, w, n, origin=0.0):
    return float(np.sum(w * (f - origin)**n))


def spectrum(shifts, couplings, spin=0.5, kind="isotropic"):
    z, plus = spin_operators(len(shifts), spin)
    return lines(hamiltonian(z, plus, shifts, couplings, kind), sum(plus))


def fourth_extra(shifts, couplings, spin):
    total = sum(J**2 * (shifts[i] - shifts[j])**2
                for (i, j), J in couplings.items())
    return 2 * spin * (spin + 1) / (3 * len(shifts)) * total


def check(value, expected, scale):
    assert abs(value - expected) < 1e-9 * scale, (value, expected)


# Commutators and trace norms used in the proof, on explicit matrices
for spin in (0.5, 1.0, 1.5):
    z, plus = spin_operators(3, spin)
    dim = len(z[0])
    c = spin * (spin + 1) / 3
    dot = scalar_product(z, plus, 0, 1)
    K01 = plus[0] @ z[1] - z[0] @ plus[1]
    K02 = plus[0] @ z[2] - z[0] @ plus[2]
    total_plus = sum(plus)
    assert np.allclose(dot @ total_plus, total_plus @ dot)
    assert np.allclose(dot @ plus[0] - plus[0] @ dot, K01)
    assert np.allclose(dot @ plus[1] - plus[1] @ dot, -K01)
    check(np.sum(plus[0]**2) / dim, 2 * c, 10)
    check(np.sum(K01**2) / dim, 4 * c**2, 10)
    check(np.sum(K01 * K02) / dim, 0, 10)
    for op in plus:
        check(np.sum(K01 * op) / dim, 0, 10)

# Random spin systems, from weak to very strong coupling
rng = np.random.default_rng(7)
systems_tested = 0
for number, spin in ((2, 0.5), (3, 0.5), (4, 0.5), (5, 0.5),
                     (2, 1.0), (3, 1.0), (2, 1.5)):
    for strength in (1.0, 30.0, 200.0):
        nu = rng.uniform(-50, 50, number)
        J = {p: strength * rng.uniform(-1, 1)
             for p in itertools.combinations(range(number), 2)}
        f, w = spectrum(nu, J, spin)
        scale = 50 + strength
        for n in (1, 2, 3):
            check(moment(f, w, n), np.mean(nu**n), scale**n)
        check(moment(f, w, 4), np.mean(nu**4) + fourth_extra(nu, J, spin),
              scale**4)
        centre = np.mean(nu)
        check(moment(f, w, 4, centre),
              np.mean((nu - centre)**4) + fourth_extra(nu, J, spin), scale**4)
        systems_tested += 1
print(f"random spin systems tested: {systems_tested}")

# AB pair
delta, J_ab = 24.0, 7.0
pair_shifts = np.array([-delta / 2, delta / 2])
f, w = spectrum(pair_shifts, {(0, 1): J_ab})
R = np.hypot(delta, J_ab)
order = np.argsort(f)
f, w = f[order], w[order]
outer, inner = (R + J_ab) / 2, (R - J_ab) / 2
assert np.allclose(f, [-outer, -inner, inner, outer])
weak, strong = (1 - J_ab / R) / 4, (1 + J_ab / R) / 4
assert np.allclose(w, [weak, strong, strong, weak])
m2, m4 = moment(f, w, 2), moment(f, w, 4)
J_back = np.sqrt((m4 - m2**2) / m2)
check(J_back, abs(J_ab), 100)
print(f"AB: shift difference {delta:.1f} Hz, J {J_ab:.1f} Hz, R {R:.1f} Hz")
for a, b in zip(f, w):
    print(f"AB line: {a:8.3f} Hz, intensity {b:.4f}")
print(f"AB M2: {m2:.3f} Hz^2; outer lines give {2*weak*outer**2:.3f},"
      f" inner {2*strong*inner**2:.3f}")
print(f"AB M4: {m4:.3f} Hz^4; without J {np.mean(pair_shifts**4):.3f}")
print(f"AB |J| recovered from M2 and M4: {J_back:.4f} Hz")
f, w = spectrum(pair_shifts, {(0, 1): J_ab}, 1.0)
print(f"spin-1 pair, same parameters: M2 {moment(f, w, 2):.3f} Hz^2,"
      f" M4 {moment(f, w, 4):.3f} Hz^4")

# ABC system
nu = np.array([10.0, 30.0, 65.0])
J = {(0, 1): 12.0, (0, 2): 3.0, (1, 2): 7.0}
print("ABC offsets (Hz):", *nu)
print("ABC J12, J13, J23 (Hz):", *J.values())
f, w = spectrum(nu, J)
visible = w > 1e-10
f, w = f[visible], w[visible] / w[visible].sum()
order = np.argsort(f)
f, w = f[order], w[order]
print(f"ABC number of lines: {len(f)}")
for a, b in zip(f, w):
    print(f"ABC line: {a:9.4f} Hz, intensity {b:.6f}")
f0, w0 = spectrum(nu, {})
centre = moment(f, w, 1)
print(f"ABC M1: {centre:.4f} Hz; J=0: {moment(f0, w0, 1):.4f}")
print(f"ABC M2 about zero: {moment(f, w, 2):.4f} Hz^2;"
      f" J=0: {moment(f0, w0, 2):.4f}")
for n in (2, 3, 4):
    print(f"ABC central M{n}: {moment(f, w, n, centre):.4f} Hz^{n};"
          f" J=0: {moment(f0, w0, n, centre):.4f}")
print(f"ABC J term of M4 from formula: {fourth_extra(nu, J, 0.5):.4f} Hz^4")
kept = np.argsort(w)[3:]
fk, wk = f[kept], w[kept] / w[kept].sum()
cut_m2 = moment(fk, wk, 2, moment(fk, wk, 1))
assert abs(cut_m2 - moment(f, w, 2, centre)) > 1e-3
print(f"ABC intensity in three weakest lines: {1 - w[kept].sum():.6f}")
print(f"ABC central M2 without them: {cut_m2:.4f} Hz^2")

# First-order spectrum: its second-moment error survives at wide separation
squares = sum(value**2 for value in J.values())
for factor in (1.0, 100.0):
    wide = factor * (nu - nu.mean())
    fe, we = spectrum(wide, J)
    ff, wf = spectrum(wide, J, kind="first-order")
    excess = moment(ff, wf, 2) - moment(fe, we, 2)
    check(excess, squares / (2 * len(nu)), np.max(wide**2) + 1e3)
    print(f"first-order minus exact M2, shifts x{factor:.0f}:"
          f" {excess:.4f} Hz^2")

# Dipolar coupling enters the second moment but not the first
for spin in (0.5, 1.0):
    fd, wd = spectrum(nu, J, spin, "dipolar")
    extra = moment(fd, wd, 2) - np.mean(nu**2)
    check(moment(fd, wd, 1), nu.mean(), 1e3)
    check(extra, 6 * spin * (spin + 1) * squares / len(nu), 1e4)
    if spin == 0.5:
        print(f"dipolar d12, d13, d23 = 12, 3, 7 Hz: added M2"
              f" {extra:.4f} Hz^2")

# Two observed spins coupled to one unobserved heteronucleus
z, plus = spin_operators(3, 0.5)
J_hetero = (10.0, 4.0)
h = hamiltonian(z, plus, [*pair_shifts, 0.0], {(0, 1): J_ab})
h = h + J_hetero[0] * z[0] @ z[2] + J_hetero[1] * z[1] @ z[2]
fh, wh = lines(h, plus[0] + plus[1])
extra = moment(fh, wh, 2) - np.mean(pair_shifts**2)
check(moment(fh, wh, 1), 0.0, 1e3)
check(extra, sum(x**2 for x in J_hetero) / 8, 1e3)
print(f"AB pair with heteronuclear J {J_hetero[0]:.0f} and"
      f" {J_hetero[1]:.0f} Hz: added M2 {extra:.4f} Hz^2")

print("no test failed")
```

It prints:

```
random spin systems tested: 21
AB: shift difference 24.0 Hz, J 7.0 Hz, R 25.0 Hz
AB line:  -16.000 Hz, intensity 0.1800
AB line:   -9.000 Hz, intensity 0.3200
AB line:    9.000 Hz, intensity 0.3200
AB line:   16.000 Hz, intensity 0.1800
AB M2: 144.000 Hz^2; outer lines give 92.160, inner 51.840
AB M4: 27792.000 Hz^4; without J 20736.000
AB |J| recovered from M2 and M4: 7.0000 Hz
spin-1 pair, same parameters: M2 144.000 Hz^2, M4 39552.000 Hz^4
ABC offsets (Hz): 10.0 30.0 65.0
ABC J12, J13, J23 (Hz): 12.0 3.0 7.0
ABC number of lines: 15
ABC line:  -25.7886 Hz, intensity 0.000001
ABC line:    0.6803 Hz, intensity 0.036484
ABC line:    3.9002 Hz, intensity 0.043981
ABC line:   12.6502 Hz, intensity 0.119570
ABC line:   15.8701 Hz, intensity 0.132667
ABC line:   21.9404 Hz, intensity 0.108399
ABC line:   28.7507 Hz, intensity 0.144469
ABC line:   33.9103 Hz, intensity 0.026638
ABC line:   40.7206 Hz, intensity 0.054458
ABC line:   42.3390 Hz, intensity 0.000657
ABC line:   60.3793 Hz, intensity 0.105116
ABC line:   63.5991 Hz, intensity 0.093153
ABC line:   67.1895 Hz, intensity 0.071505
ABC line:   70.4093 Hz, intensity 0.062875
ABC line:   88.4496 Hz, intensity 0.000026
ABC M1: 35.0000 Hz; J=0: 35.0000
ABC M2 about zero: 1741.6667 Hz^2; J=0: 1741.6667
ABC central M2: 516.6667 Hz^2; J=0: 516.6667
ABC central M3: 3750.0000 Hz^3; J=0: 3750.0000
ABC central M4: 424558.3333 Hz^4; J=0: 400416.6667
ABC J term of M4 from formula: 24141.6667 Hz^4
ABC intensity in three weakest lines: 0.000684
ABC central M2 without them: 516.9073 Hz^2
first-order minus exact M2, shifts x1: 33.6667 Hz^2
first-order minus exact M2, shifts x100: 33.6667 Hz^2
dipolar d12, d13, d23 = 12, 3, 7 Hz: added M2 303.0000 Hz^2
AB pair with heteronuclear J 10 and 4 Hz: added M2 14.5000 Hz^2
no test failed
```
